# Equivalent constant stress of a linear voltage ramp for power-law lifetime, part 2

A dielectric is stressed by a ramp \(V=Rt\) from zero and breaks down at \(V_b\) after \(T=V_b/R\). We seek the time \(t_{\rm eq}\) at constant \(V_b\) that does the same damage; the divisor is \(T/t_{\rm eq}\). The characteristic life, by which 63.2 % have failed at constant voltage, is

\[
\eta(V)=\eta_s\left(\frac{V_s}{V}\right)^{n},
\]

with \(\eta_s\) the life at the reference voltage \(V_s\) (\(V_{\rm ref}\) in the computed values). Voltage is assumed to speed up all wear-out steps by one common factor, so that they share one clock. The failed fraction \(F\) then depends on the history only through the damage \(D=\int dt/\eta\), and

\[
t_{\rm eq}=\int_0^T\left(\frac{V}{V_b}\right)^n dt=\frac{T}{n+1}.
\]

At \(V_s\) the equivalent time is

\[
t_s=\frac{T}{n+1}\left(\frac{V_b}{V_s}\right)^n=\frac{V_b^{\,n+1}}{(n+1)\,R\,V_s^{\,n}} .
\]

On the ramp 63.2 % have failed at \(V_{63}\), where \(D=1\):

\[
V_{63}^{\,n+1}=(n+1)\,R\,\eta_s\,V_s^{\,n}.
\]

With Weibull shape \(\beta\), the failed fractions at constant voltage and on the ramp are

\[
F=1-\exp\left[-\left(\frac{t}{\eta(V)}\right)^{\beta}\right],
\]

\[
F=1-\exp\left[-\left(\frac{V}{V_{63}}\right)^{\beta(n+1)}\right].
\]

A separate numerical check used a chain of three defect steps. With rates all proportional to \(V^{10}\) the divisor, from median times, was 11.0000. With the third rate changed to \(V^{2}\) it was 5.697, while the local exponent of the median life at the final voltage, plus one, was 3.380.

The example is a thin silicon dioxide gate: thickness 2.5 nm, area \(10^{-6}\) cm², temperature 400 K, \(n=40\), \(\beta=1.2\), \(R=0.1\) V/s, and \(\eta_s=1000\) s at \(V_s=3.5\) V. It gives \(V_{63}=4.158\) V, with \(T=41.58\) s and \(t_{\rm eq}=1.014\) s there. Half of the damage is done above 4.089 V. The breakdown voltages have Weibull shape 49.2, with 10 % failed at 3.97 V, 50 % at 4.13 V and 90 % at 4.23 V.

**Q.** Convert one of those back to constant stress, so that I see the two distributions agree.

**A.** Take the 10 % point, 3.9724 V, reached after 39.724 s. At 3.5 V it is worth

\[
t_s=\frac{39.724\ \text{s}}{41}\left(\frac{3.9724}{3.5}\right)^{40}\approx153\ \text{s}.
\]

The constant-stress distribution reaches 10 % when \((t/\eta_s)^{1.2}=-\ln0.9=0.1054\), that is at

\[
t=1000\ \text{s}\times0.1054^{1/1.2}\approx153\ \text{s}.
\]

**Q.** Where would I get \(n\), if I have nothing but ramps?

**A.** From two ramp rates. The relation \(V_{63}^{\,n+1}=(n+1)R\,\eta_sV_s^n\) shows that \(V_{63}\propto R^{1/(n+1)}\) for fixed material parameters. For rates \(R_1\) and \(R_2\), taking logarithms gives

\[
n+1=\frac{\ln(R_2/R_1)}{\ln(V_{63,2}/V_{63,1})}.
\]

In the example a tenfold faster ramp raises \(V_{63}\) from 4.158 V to 4.399 V, which is 240 mV. An error of 10 mV in this difference is 4 % of it. It therefore shifts \(n+1\) by about 4 %, or 1.7. A wider span of rates makes the same voltage error less harmful.

**Q.** I would rather not wait through the harmless low voltages, so I start at 2 V. Do I divide the time I waited by 41?

**A.** No. Let the ramp start at \(V_0\). With \(dt=dV/R\),

\[
t_{\rm eq}=\frac1R\int_{V_0}^{V_b}\left(\frac{V}{V_b}\right)^n dV
=\frac{V_b^{\,n+1}-V_0^{\,n+1}}{(n+1)R\,V_b^{\,n}}
=\frac{V_b}{(n+1)R}\left[1-\left(\frac{V_0}{V_b}\right)^{n+1}\right].
\]

For \(V_0=2\) V and \(V_b=4.158\) V the second term in the bracket is about \(10^{-13}\). The equivalent time stays at 1.014 s, but the elapsed time falls to

\[
\frac{4.158-2.0}{0.1}\ \text{s}=21.58\ \text{s}.
\]

The ratio of elapsed to equivalent time is 21.3. Dividing 21.58 s by 41 would give 0.526 s, which is 48 % below the right value. When \(V_0\) is far below \(V_b\), the quantity to divide by \(n+1\) is \(V_b/R\), the time that a ramp from zero would have taken.

In the opposite limit the ramp covers a very short range. Write \(V_0=V_b(1-\epsilon)\) with \((n+1)\epsilon\ll1\). Then \((1-\epsilon)^{n+1}\approx1-(n+1)\epsilon\), and \(t_{\rm eq}\approx V_b\epsilon/R\). That is the elapsed time itself, as it must be when the voltage hardly changes.

**Q.** My instrument does not ramp. It climbs a staircase.

**A.** Then the integral becomes a sum. Let there be \(N\) equal steps, with voltages \(jV_b/N\) for \(j=1,\dots,N\), each held for \(T/N\). Let failure come at the end of the last dwell. Then

\[
\frac{t_{\rm eq}}{T}=\frac1N\sum_{j=1}^{N}\left(\frac jN\right)^n .
\]

To compare this with the smooth ramp, put \(f(x)=x^n\), \(h=1/N\), and expand \(f\) about the upper end \(a\) of one interval:

\[
\int_{a-h}^{a}f\,dx=hf(a)-\frac{h^2}{2}f'(a)+\frac{h^3}{6}f''(a)-\dots
\]

Sum over all intervals and solve for the sum of \(f\):

\[
\sum hf=\int_0^1f\,dx+\frac h2\sum hf'-\frac{h^2}{6}\sum hf''+\dots
\]

The same relation applied to \(f'\) gives \(\sum hf'=[f]_0^1+\frac h2[f']_0^1+\dots\), and to lowest order \(\sum hf''=[f']_0^1\). The terms in \(h^2\) combine with the factor \(\frac14-\frac16=\frac1{12}\). For \(n>1\), \([f]_0^1=1\) and \([f']_0^1=n\), so

\[
\frac{t_{\rm eq}}{T}\approx\frac1{n+1}+\frac1{2N}+\frac{n}{12N^2}.
\]

The expansion needs \(n/N\) to be small enough. Steps of 50 mV give \(N=83\), and

\[
0.02439+0.00602+0.00048=0.03090 .
\]

The divisor is \(1/0.03090=32.4\), and the direct sum also gives 32.4. The equivalent time is 27 % longer than for a smooth ramp of the same duration, because each voltage is applied earlier than on the ramp. The last dwell alone supplies \(1/83=0.012\) of \(T\), or 39 % of the equivalent time. The moment of failure within that dwell should therefore be recorded.

**Q.** I could build the ramp statistics in another way. At each moment I take the hazard that a device of that age has at the present voltage, and I add up the hazards. Is that not the same?

**A.** It is a different assumption about memory. At constant voltage the cumulative hazard is \((t/\eta)^\beta\), and its time derivative is \(\beta t^{\beta-1}/\eta^\beta\). Your rule inserts the changing voltage into this. On the ramp \(\eta(V(t))=\eta(V_b)(T/t)^n\), so the sum of hazards is

\[
H=\int_0^T\frac{\beta t^{\beta-1}}{\eta(V_b)^\beta}\left(\frac tT\right)^{n\beta}dt
=\frac{\beta}{\eta(V_b)^\beta\,T^{n\beta}}\,\frac{T^{\beta(n+1)}}{\beta(n+1)}
=\frac{1}{n+1}\left(\frac{T}{\eta(V_b)}\right)^\beta .
\]

Setting \(H\) equal to \((t_{\rm eq}/\eta(V_b))^\beta\) gives

\[
t_{\rm eq}=\frac{T}{(n+1)^{1/\beta}} .
\]

The two rules agree for \(\beta=1\), when the hazard does not depend on age. For \(\beta=1.2\) your divisor is 22.1 instead of 41, and the same ramp would be worth 1.88 s instead of 1.01 s.

**Q.** Why should I believe your rule rather than mine?

**A.** Consider a device kept on the shelf at zero voltage for a time \(t_0\) and then stressed at \(V\). Your rule starts it with the hazard \(\beta t_0^{\beta-1}/\eta(V)^\beta\), as if it had spent all of \(t_0\) at \(V\). With \(\beta>1\) the shelf would have aged it at the rate of a stress it never felt. The clock does not advance at zero voltage, so it avoids this.

Data can also decide, though not through the slope of the Weibull plot. In both rules the exponent contains \(T^{\beta(n+1)}\), so both give the shape 49.2. They differ in scale. With the same constant-stress parameters your rule lowers \(V_{63}\) by the factor \((22.1/41)^{1/41}=0.985\), or about 60 mV. Constant-stress lives and ramps on matched samples would have to be compared to that accuracy.

**Q.** Some people fit an exponential in voltage instead of a power. Does the divisor collapse?

**A.** It hardly moves. Choose the exponential law so that it has the same life and the same slope of \(\ln\eta\) at \(V_b\). The power law has \(d\ln\eta/dV=-n/V_b\) there, so

\[
\eta_{\exp}(V)=\eta(V_b)\,e^{\,n(1-V/V_b)} .
\]

The equivalent time becomes

\[
t_{\rm eq}=T\int_0^1e^{-n(1-x)}dx=T\,\frac{1-e^{-n}}{n}.
\]

For \(n=40\) the divisor is 40.0 instead of 41, a change of 2.4 %. Both laws have the same slope near \(V_b\), where most of the damage is done.

Extrapolation is another matter. At 1.8 V the power law gives a characteristic life of \(3.6\times10^{14}\) s and the exponential law \(7.2\times10^{9}\) s. They differ by a factor of \(5\times10^4\), although they agree in value and slope at 4.16 V. Ramps at a single rate probe mainly the voltages near breakdown, and are a poor basis for choosing between them.

**Q.** Near breakdown the oxide also leaks. Is the voltage I apply the voltage it feels?

**A.** Not if there is resistance in series. I estimate the current with the standard Fowler-Nordheim formula, using a barrier of 3.1 eV and a tunnelling mass of 0.42 electron masses, and letting the whole gate voltage fall across the oxide. At the end of the ramp this gives 0.151 mA. The formula does not hold below about 3.1 V, where electrons tunnel directly through the full thickness of the oxide, but that part of the ramp does almost no damage. The current, about 150 A/cm², is only a rough estimate. A mass of 0.50 lowers it about fourfold and a barrier of 3.2 eV halves it, while 0.5 V or 1 V lost in the silicon and the gate lowers it roughly eightfold or a hundredfold. The series and heating effects below shrink about in proportion, so their digits belong to this choice of parameters only. A series resistance of 100 ohm then takes

\[
0.151\ \text{mA}\times100\ \Omega=15.1\ \text{mV}.
\]

At fixed terminal voltage this small loss lengthens the life by 15.7 %, because the ratio of the terminal voltage to the oxide voltage, 1.0037, enters the life to the 40th power.

The divisor changes less, to 39.4. Its direction can be understood. The current grows faster than the voltage, so the lost share is largest at the end of the ramp. Relative to its own final value, the oxide voltage earlier in the ramp is then higher than on a straight line from zero. The weight \((V/V_b)^n\) rises, and the equivalent time with it. The same loss biases the exponent taken from two ramp rates, because the faster ramp ends at a higher current. With 100 ohm the difference of the terminal voltages grows by about 16 mV beyond 240 mV, and \(n+1\) comes out a little below 39 instead of 41.

**Q.** And the heat from that current?

**A.** The power is \(0.151\ \text{mA}\times4.14\ \text{V}=0.63\) mW. Treat the capacitor as a disc of uniform temperature on thick silicon, for which the steady temperature rise is \(P/(4\kappa a)\). The radius for \(10^{-6}\) cm² is \(a=5.64\) µm, and I take the conductivity \(\kappa=100\) W/(m K). The rise is 0.28 K. With a rough activation energy of 0.6 eV it shortens the life by 1.2 %. In this example heating matters much less than a series resistance of 100 ohm; the two effects on the life would be equal at about 8 ohm.

**Q.** How close is your example to a real gate oxide?

**A.** An exponent near 40 and a Weibull shape slightly above one are roughly typical of silicon dioxide a few nanometres thick. The nominal field at breakdown, 16.6 MV/cm, is high beside the rough 10 MV/cm often quoted for thick oxides. It is also overstated here, since part of a real gate voltage falls in the silicon and the gate electrode. One assumption at risk is that breakdown is a single sharp event. In thin oxides the first leakage path can be weak and grow gradually, so the instrument may register it late. Since \(t_s\propto V_b^{\,n+1}\), reading \(V_b\) too high by 10 mV raises the converted time at 3.5 V by about \(41\times0.010/4.16\), or 10 %.

The lives quoted at 1.8 V belong to 63.2 % failure of very small capacitors. They are not product lifetimes, which concern far larger areas and far smaller failed fractions and are much shorter.

**Q.** So when may I divide by \(n+1\) with a clear conscience?

**A.** When voltage changes the speed of wear-out and not its course, when the power law holds over the last part of the ramp, and when the duration is counted from zero voltage. The steps must also be fine enough that \((n+1)/(2N)\) is small, and the series loss must be small compared with \(V_b/n\), here about 100 mV. Breakdown must be registered when it happens. To carry the result on to another voltage \(V_s\), the power law must also hold between \(V_b\) and \(V_s\). The main values used above are collected in the numerical output that follows.

## Computed values

```
Voltage exponent n: 40
Weibull shape at constant stress: 1.2
Reference voltage: 3.5 V
Characteristic life at reference: 1000 s
Ramp rate: 0.1 V/s
Oxide thickness: 2.5 nm
Oxide area: 1e-06 cm2
Temperature: 400 K
Characteristic breakdown voltage V_63: 4.1583 V
Nominal field at V_63: 16.63 MV/cm
Ramp duration: 41.583 s
Equivalent time at V_63: 1.0142 s
Divisor from damage integral: 41.0000
Factor (V_63/V_ref)^n: 985.98
Equivalent time at reference voltage: 1000.00 s
Half the damage is done above: 4.0886 V
Width of that last part: 69.7 mV
V_63 at tenfold ramp rate: 4.3985 V
Weibull shape of breakdown voltage: 49.2
Voltage at 10 % failed: 3.9724 V
Voltage at 50 % failed: 4.1274 V
Voltage at 90 % failed: 4.2294 V
Chain, common exponent 10: divisor 11.0000
Chain, exponents 10,10,2: divisor 5.697
Same chain, local exponent + 1: 3.380
Divisor under other memory rule: 22.08
Start voltage of shortened ramp: 2.0 V
Elapsed time of shortened ramp: 21.583 s
Equivalent time, shortened ramp: 1.0142 s
Elapsed / equivalent, shortened ramp: 21.28
Staircase step: 50 mV
Number of stairs: 83
Divisor for staircase: 32.37
Divisor for exponential voltage law: 40.000
Use voltage: 1.8 V
Life at use voltage, power law: 3.56e+14 s
Life at use voltage, exponential law: 7.21e+09 s
Ratio of these lives: 4.94e+04
Series resistance: 100 ohm
Tunnel barrier: 3.1 eV
Tunnel mass: 0.42 electron masses
Tunnel current at V_63: 0.1514 mA
Voltage lost in series: 15.14 mV
Life gain from that loss: 15.7 %
Divisor with series resistance: 39.40
Silicon thermal conductivity: 100 W/(m K)
Activation energy of life: 0.6 eV
Self-heating at V_63: 0.278 K
Life loss from self-heating: 1.20 %
```
